**Zone-averaged quantum metric of gapped two-band chains and gapped graphene**

For $H=\begin{pmatrix}m&h\\h^*&-m\end{pmatrix}$ with lower-band projector $P$, the metric is $g_{ab}=\tfrac12\operatorname{Tr}(\partial_aP\,\partial_bP)$; $t$ is the hopping, $E_g=2m$ the gap, $a$ the chain cell, $b$ the honeycomb bond, $A_c=3\sqrt3b^2/2$ and $\mu=m^2/t^2$. The ionic chain has $\langle g\rangle=a^2t^2/[8m\sqrt{m^2+4t^2}]\to av/8E_g$ with $v=ta$, the SSH chain has the same divergent term, and gapped graphene has $\langle\operatorname{tr}g\rangle=(b^2/16)[1+(9-\mu)G]\to(A_c/4\pi)\ln(6t/E_g)+b^2/16$, where $G=2K(\kappa)/(\pi\sqrt{AB})$, $K$ is the complete elliptic integral of the first kind, $B=1+\mu$, $A=\sqrt{(1+\mu)(9+\mu)}$ and $1-\kappa^2=(AB-3+6\mu+\mu^2)/(2AB)$. The program asserts these formulas against finite-difference projectors from numerical diagonalization, real-space density matrices on a 200-cell ring and a $21\times21$ torus, zone grids and quadrature of $G$. It also asserts the Laplacian identities, the integration by parts, isotropy of the averaged tensor, the local Dirac forms, the large-$m$ limit, the finite polar-angle part $A_c/8\pi$, the logarithmic slope, and exponents $-1$ and $-1/2$ for linear and quadratic touching in one dimension. For $t=0.1$ hartree, $b=2.5$ bohr, $a=5$ bohr and $E_g=0.02$ hartree the output gives $15.606$ bohr² for the chain and $4.769$ bohr² for graphene. At small gap each decade multiplies the chain value by ten and adds $2.975$ bohr² to graphene.

## Program and output

```python
# Zone-averaged quantum metric g_ab = (1/2) Tr(dP/dk_a dP/dk_b) of the lower band, H = [[m,h],[h*,-m]].
# t hopping, +-m site energies (gap Eg = 2m), a chain cell, b honeycomb bond, Ac = 3 sqrt3 b^2/2, mu = (m/t)^2.
# Ionic chain : <g> = a^2 t^2/(8 m sqrt(m^2+4t^2)) -> a v/(8 Eg), v = t a
# SSH chain   : <g> = [l^2 + a^2 tw^2/(2(ts^2-tw^2))]/4 (ts, tw strong/weak hopping, l strong-bond length)
# Graphene    : <tr g> = b^2/16 [1+(9-mu)G], G = t^2<1/(|f|^2+m^2)> = 2K/(pi sqrt(AB)), B = 1+mu,
#   A = sqrt((1+mu)(9+mu)), kappa'^2 = (AB-3+6mu+mu^2)/(2AB);  -> Ac/(4 pi) ln(6t/Eg) + b^2/16.
# The tests use t = a = b = 1; the example uses Hartree atomic units.
import numpy as np, sympy as sp
from scipy.special import ellipkm1
from scipy.integrate import quad
from scipy.constants import physical_constants as pc
pi, r3 = np.pi, np.sqrt(3.0)
def close(x, y, tol): assert abs(x - y) <= tol*abs(y), (x, y)

def proj(h, m):
    h = np.atleast_1d(h).astype(complex)
    H = np.zeros(h.shape + (2, 2), complex)
    H[..., 0, 0] = m; H[..., 1, 1] = -m; H[..., 0, 1] = h; H[..., 1, 0] = h.conj()
    u = np.linalg.eigh(H)[1][..., :, 0]
    return u[..., :, None]*u.conj()[..., None, :]
def half_tr(X, Y): return 0.5*np.einsum('...ij,...ji->...', X, Y).real
def avg_fd_1d(hf, m, N, step):
    k = (np.arange(N) + 0.5)*2*pi/N
    dP = (proj(hf(k + step), m) - proj(hf(k - step), m))/(2*step)
    return half_tr(dP, dP).mean()
def spread(H, d2):  # (1/2) sum over the two sites of one cell of |P_ij|^2 |r_i-r_j|^2
    V = np.linalg.eigh(H)[1][:, :len(H)//2]
    return 0.5*np.sum((V[:2] @ V.T)**2*d2)
def ring(t1, t2, m, tau, N=200):
    n = 2*N; H = np.diag(np.tile([m, -m], N)).astype(float)
    for i in range(n):
        H[i, (i+1) % n] = H[(i+1) % n, i] = -(t1 if i % 2 == 0 else t2)
    x = np.repeat(np.arange(N), 2) + np.tile([0, tau], N)
    d = (x[None, :] - x[:2, None] + N/2) % N - N/2
    return spread(H, d**2)
ionic = lambda m: 1/(8*m*np.sqrt(m*m + 4))
def ssh(t1, t2, tau):
    l = tau if t1 > t2 else 1 - tau
    ts, tw = max(t1, t2), min(t1, t2)
    return 0.25*(l*l + tw**2/(2*(ts**2 - tw**2)))

# ---- chains
fd = {m: avg_fd_1d(lambda k: -2*np.cos(k/2), m, int(40/m) + 200, 1e-4*min(m, 1)) for m in (3, 1, .1, .01, .001)}
for m in fd: close(fd[m], ionic(m), 1e-6)
exp_lin = np.log(fd[.001]/fd[.01])/np.log(0.1)
assert abs(exp_lin + 1) < 1e-4
close(fd[.001], 1/(8*0.002), 1e-5)
close(ring(1, 1, 0.3, 0.5), ionic(0.3), 1e-8)
for t1, t2, tau in ((1, .7, .3), (.7, 1, .3), (1, .7, 0.), (1, .7, .5)):
    hf = lambda k: t1*np.exp(1j*k*tau) + t2*np.exp(-1j*k*(1 - tau))
    close(avg_fd_1d(hf, 0.0, 400, 1e-5), ssh(t1, t2, tau), 1e-6)
    close(ring(t1, t2, 0.0, tau), ssh(t1, t2, tau), 1e-8)
close(avg_fd_1d(lambda k: 1 + .999*np.exp(-1j*k), 0.0, 40000, 1e-7), 1/(8*0.002), 5e-3)
q4, q6 = [avg_fd_1d(lambda k: 2*np.sin(k/2)**2, m, 60000, 1e-4*np.sqrt(m)) for m in (1e-4, 1e-6)]
exp_quad = np.log(q6/q4)/np.log(1e-2)
assert abs(exp_quad + 0.5) < 1e-2

# ---- graphene
dl = np.array([[1, 0], [-.5, r3/2], [-.5, -r3/2]])
lat = np.array([dl[0] - dl[1], dl[0] - dl[2]]); rec = 2*pi*np.linalg.inv(lat).T
Ac = abs(np.linalg.det(lat)); close(Ac, 1.5*r3, 1e-12)
def grid(N):
    u = (np.arange(N) + .5)/N; U, W = np.meshgrid(u, u)
    return (U*rec[0, 0] + W*rec[1, 0]).ravel(), (U*rec[0, 1] + W*rec[1, 1]).ravel()
fk = lambda x, y: -sum(np.exp(1j*(x*d[0] + y*d[1])) for d in dl)
def dproj(x, y, ex, ey, m, h):
    return (proj(fk(x + h*ex, y + h*ey), m) - proj(fk(x - h*ex, y - h*ey), m))/(2*h)
def fields(x, y):  # s=|f|^2, |grad f|^2, |grad s|^2
    e = [-np.exp(1j*(x*d[0] + y*d[1])) for d in dl]; f = sum(e)
    fx = sum(1j*d[0]*z for d, z in zip(dl, e)); fy = sum(1j*d[1]*z for d, z in zip(dl, e))
    return abs(f)**2, abs(fx)**2 + abs(fy)**2, 4*((f.conj()*fx).real**2 + (f.conj()*fy).real**2)
def parts(m):
    mu = m*m; B = 1 + mu; A = np.sqrt((1 + mu)*(9 + mu))
    kp2 = (A*B - 3 + 6*mu + mu*mu)/(2*A*B); K = ellipkm1(kp2)
    return A, B, kp2, K, 2*K/(pi*np.sqrt(A*B))
gr_exact = lambda m: (1 + (9 - m*m)*parts(m)[4])/16
gr_asym = lambda m: Ac/(4*pi)*np.log(3/m) + 1/16

X, Y = sp.symbols('X Y', real=True); R = sp.sqrt(3)
lap = lambda F: sp.diff(F, X, 2) + sp.diff(F, Y, 2)
fs = sp.exp(sp.I*X) + sp.exp(sp.I*(-X + R*Y)/2) + sp.exp(sp.I*(-X - R*Y)/2)
ss = sp.expand(fs*fs.subs({X: -X, Y: -Y}, simultaneous=True))
for e in (lap(fs) + fs, lap(ss) + 3*(ss - 3)):
    for p in ({X: .3, Y: 1.1}, {X: -2.2, Y: .7}, {X: 1.9, Y: -2.6}):
        assert abs(complex(e.evalf(subs=p))) < 1e-12

kx, ky = grid(120); s, gf, gs = fields(kx, ky)
cx, cy = np.cos(1.5*kx), np.cos(r3*ky/2)
assert np.allclose(s, 1 + 4*cx*cy + 4*cy**2, atol=1e-12)
assert np.allclose(gf, s - 1.5*(s - 3), atol=1e-12)
for m in (0.5, 1.0, 4.0):
    Px, Py = dproj(kx, ky, 1, 0, m, 1e-4), dproj(kx, ky, 0, 1, m, 1e-4)
    gxx, gyy, gxy = half_tr(Px, Px), half_tr(Py, Py), half_tr(Px, Py); E2 = s + m*m
    assert np.allclose(gxx + gyy, gf/(4*E2) - gs/(16*E2**2), rtol=1e-5, atol=1e-9)
    close((gxx + gyy).mean(), gr_exact(m), 1e-6)
    close(gxx.mean(), gyy.mean(), 1e-6); assert abs(gxy.mean()) < 1e-6*gxx.mean()
    close((gs/E2**2).mean(), (-3*(s - 3)/E2).mean(), 1e-9)
    close((1/E2).mean(), parts(m)[4], 1e-9)
E2 = s + 900.0; close((gf/(4*E2) - gs/(16*E2**2)).mean(), 3/(4*900.0), 1e-2)
for m in (1, .1, .01, .001):
    Gq = quad(lambda y: ((m*m + 1 + 4*np.cos(y)**2)**2 - 16*np.cos(y)**2)**-.5, 0, pi/2,
              points=[pi/3], limit=500, epsabs=0, epsrel=1e-9)[0]*2/pi
    close(Gq, parts(m)[4], 1e-7)
for m in (.1, .01, .001):
    A, B, kp2, K, G = parts(m); kp = np.sqrt(kp2)
    close(kp, 4*m/3, 2*m*m); assert abs(K - np.log(4/kp)) < kp
    assert abs(gr_exact(m) - gr_asym(m)) < m*m*np.log(3/m)
m = 1e-3  # local Dirac forms near the zone corner; trigonal warping is of relative order q
for q in (3e-4, 1e-3, 3e-3):
    for th in (0.2, 1.3):
        c, sn = np.cos(th), np.sin(th); x0, y0 = q*c, 4*pi/(3*r3) + q*sn; E2 = m*m + 2.25*q*q
        Pr, Pt = dproj(x0, y0, c, sn, m, 1e-7), dproj(x0, y0, -sn, c, m, 1e-7)
        close(half_tr(Pr, Pr)[0], 2.25*m*m/(4*E2**2), 2e-2)
        close(half_tr(Pt, Pt)[0], 2.25/(4*E2), 2e-2)
L, m = 21, 1.5  # real-space torus
idx = lambda i, j: 2*((i % L)*L + j % L)
H = np.diag(np.tile([m, -m], L*L)); pos = np.zeros((2*L*L, 2))
for i in range(L):
    for j in range(L):
        a_ = idx(i, j); pos[a_] = i*lat[0] + j*lat[1]; pos[a_+1] = pos[a_] + dl[0]
        for b_ in (a_ + 1, idx(i-1, j) + 1, idx(i, j-1) + 1): H[a_, b_] = H[b_, a_] = -1.0
D = pos[None, :, :] - pos[:2, None, :]
d2 = np.min([((D + L*(i*lat[0] + j*lat[1]))**2).sum(-1) for i in (-1, 0, 1) for j in (-1, 0, 1)], axis=0)
torus = spread(H, d2); close(torus, gr_exact(m), 1e-6)
s, gf, gs = fields(*grid(1200))
direct = {m: (gf/(4*(s + m*m)) - gs/(16*(s + m*m)**2)).mean() for m in (.1, .04, .02)}
for m in direct: close(direct[m], gr_exact(m), 1e-6)
slope = (direct[.02] - direct[.04])/np.log(2); close(slope, Ac/(4*pi), 1.5e-2)
polar = {m: (m*m*gs/(16*s*(s + m*m)**2)).mean() for m in (.04, .02)}
for m in polar: close(polar[m], Ac/(8*pi), 2e-2)

# ---- output
A2 = (pc['Bohr radius'][0]*1e10)**2; eV = pc['Hartree energy in eV'][0]
t, b = 0.1, 2.5; a = 2*b
print(f"checks (t=1): exponent linear {exp_lin:.5f}, quadratic {exp_quad:.4f}")
print(f"graphene log slope, grid {slope:.5f} b^2; Ac/4pi {Ac/(4*pi):.5f} b^2")
print(f"polar part m/t=0.04, 0.02: {polar[.04]:.5f}, {polar[.02]:.5f} b^2; Ac/8pi {Ac/(8*pi):.5f} b^2")
print(f"torus {L}x{L}, m/t=1.5: {torus:.8f} b^2; formula {gr_exact(1.5):.8f} b^2")
print(f"t = {t} Ha, b = {b} bohr, a = {a} bohr")
print(f"chain v = {t*a:.4f} a.u.; graphene v = {1.5*t*b:.4f} a.u.")
print(f"Ac = {Ac*b*b:.5f} bohr^2; Ac/4pi = {Ac*b*b/(4*pi):.5f} bohr^2; b^2/16 = {b*b/16:.5f} bohr^2")
print(f"graphene increment per decade Ac ln10/4pi = {Ac*b*b*np.log(10)/(4*pi):.5f} bohr^2")
A, B, kp2, K, G = parts(0.1)
print(f"m/t=0.1: A = {A:.6f}, B = {B:.6f}, sqrt(AB) = {np.sqrt(A*B):.6f}")
print(f"m/t=0.1: kappa'^2 = {kp2:.6f}, K = {K:.6f}, G = {G:.6f}, ln(3t/m) = {np.log(30):.6f}")
print(f"m/t=0.1: grid <tr g> = {direct[.1]*b*b:.6f} bohr^2")
for r in (1, .1, .01, .001):
    Eg = 2*r*t
    print(f"Eg = {Eg:.4f} Ha = {Eg*eV:.5f} eV (m/t = {r})")
    print(f"  chain exact {ionic(r)*a*a:.5f}, finite diff {fd[r]*a*a:.5f}, av/8Eg {a*t*a/(8*Eg):.5f} bohr^2")
    print(f"  graphene exact {gr_exact(r)*b*b:.5f}, asymptote {gr_asym(r)*b*b:.5f} bohr^2")
    print(f"  exact: chain {ionic(r)*a*a*A2:.4f} A^2, graphene {gr_exact(r)*b*b*A2:.4f} A^2")
    print(f"  rms spread: chain {np.sqrt(ionic(r))*a:.4f}, graphene {np.sqrt(gr_exact(r))*b:.4f} bohr")
t1, t2 = 0.105, 0.095
print(f"SSH t1 = {t1} Ha, t2 = {t2} Ha, Eg = {2*(t1-t2):.3f} Ha, av/8Eg = {a*t*a/(16*(t1-t2)):.5f} bohr^2")
for tau in (0.0, 0.5):
    print(f"  tau = {tau*a:.1f} bohr: <g> = {ssh(t1, t2, tau)*a*a:.5f} bohr^2")
print("success")
```

It prints:

```
checks (t=1): exponent linear -1.00001, quadratic -0.5000
graphene log slope, grid 0.20732 b^2; Ac/4pi 0.20675 b^2
polar part m/t=0.04, 0.02: 0.10334, 0.10336 b^2; Ac/8pi 0.10337 b^2
torus 21x21, m/t=1.5: 0.16029788 b^2; formula 0.16029788 b^2
t = 0.1 Ha, b = 2.5 bohr, a = 5.0 bohr
chain v = 0.5000 a.u.; graphene v = 0.3750 a.u.
Ac = 16.23798 bohr^2; Ac/4pi = 1.29218 bohr^2; b^2/16 = 0.39062 bohr^2
graphene increment per decade Ac ln10/4pi = 2.97535 bohr^2
m/t=0.1: A = 3.016637, B = 1.010000, sqrt(AB) = 1.745510
m/t=0.1: kappa'^2 = 0.017544, K = 3.418487, G = 1.246786, ln(3t/m) = 3.401197
m/t=0.1: grid <tr g> = 4.768986 bohr^2
Eg = 0.2000 Ha = 5.44228 eV (m/t = 1)
  chain exact 1.39754, finite diff 1.39754, av/8Eg 1.56250 bohr^2
  graphene exact 1.52170, asymptote 1.81023 bohr^2
  exact: chain 0.3914 A^2, graphene 0.4261 A^2
  rms spread: chain 1.1822, graphene 1.2336 bohr
Eg = 0.0200 Ha = 0.54423 eV (m/t = 0.1)
  chain exact 15.60551, finite diff 15.60551, av/8Eg 15.62500 bohr^2
  graphene exact 4.76899, asymptote 4.78557 bohr^2
  exact: chain 4.3700 A^2, graphene 1.3355 A^2
  rms spread: chain 3.9504, graphene 2.1838 bohr
Eg = 0.0020 Ha = 0.05442 eV (m/t = 0.01)
  chain exact 156.24805, finite diff 156.24805, av/8Eg 156.25000 bohr^2
  graphene exact 7.76062, asymptote 7.76092 bohr^2
  exact: chain 43.7539 A^2, graphene 2.1732 A^2
  rms spread: chain 12.4999, graphene 2.7858 bohr
Eg = 0.0002 Ha = 0.00544 eV (m/t = 0.001)
  chain exact 1562.49980, finite diff 1562.49979, av/8Eg 1562.50000 bohr^2
  graphene exact 10.73627, asymptote 10.73627 bohr^2
  exact: chain 437.5445 A^2, graphene 3.0065 A^2
  rms spread: chain 39.5285, graphene 3.2766 bohr
SSH t1 = 0.105 Ha, t2 = 0.095 Ha, Eg = 0.020 Ha, av/8Eg = 15.62500 bohr^2
  tau = 0.0 bohr: <g> = 14.10156 bohr^2
  tau = 2.5 bohr: <g> = 15.66406 bohr^2
success
```
